# Why the Weights 1, −2, 1 Remove Thermoelectric Offset and Linear Drift

A graphene channel on an oxidised silicon chip is measured with four contacts. Two carry a current of 10 nA, and the other two sense a voltage of about 25 µV. With the current off, the voltmeter does not read zero. The sensing contacts and their leads are not all at one temperature, so the circuit can produce a thermoelectric voltage, which may exceed the signal and which changes while the temperatures settle. Reversing the current separates the signal from a constant offset. Why does removing the drift as well take a third reading, and why must the middle one count twice with a minus sign?

## The model

Let the channel have a constant resistance $R$, and let the current have magnitude $I$ and polarity $+,-,+$ in three successive readings. The readings are centred at the equally spaced times $-\tau$, $0$ and $+\tau$. A background voltage $u(t)$ adds to the resistive voltage. Two assumptions are made about it: it does not depend on the polarity of the current, and over the interval $2\tau$ it is a straight line,

$$u(t)=u_0+at .$$

Here $u_0$ is the offset at the middle time and $a$ is the drift rate. The readings are

$$V_1=IR+u_0-a\tau,\qquad V_2=-IR+u_0,\qquad V_3=IR+u_0+a\tau .$$

The first and third have the same polarity. In their mean the drift terms cancel, because one reading is as far before the middle time as the other is after it:

$$\frac{V_1+V_3}{2}=IR+u_0 .$$

This is the voltage that positive current would have given at $t=0$, the moment when negative current was in fact flowing. The outer readings interpolate the background to the time of the middle one. Subtracting $V_2$ now compares two polarities against the same background:

$$\frac{V_1+V_3}{2}-V_2=(IR+u_0)-(-IR+u_0)=2IR .$$

Division by 2 gives

$$\boxed{\frac{V_1-2V_2+V_3}{4}=IR}$$

The middle reading has weight $-2$ because it must balance two outer readings. The unnormalised sum is $4IR$. If the triple begins with negative polarity, every resistive term changes sign and the formula gives $-IR$, so the result must be multiplied by $-1$.

## Why no other weights will do

Let the weights be $w_1,w_2,w_3$. Removing any constant offset requires

$$w_1+w_2+w_3=0 .$$

Removing any linear drift requires $-\tau w_1+\tau w_3=0$, so $w_3=w_1$, and the first condition then gives $w_2=-2w_1$. The resistive voltages are $IR,-IR,IR$, so recovering $IR$ requires

$$w_1-w_2+w_3=4w_1=1 .$$

The weights are therefore $\tfrac14,-\tfrac12,\tfrac14$, with no freedom left.

Two readings at different times $t_1$ and $t_2$ are too few. Offset removal gives $w_2=-w_1$, and drift removal then gives $w_1(t_1-t_2)=0$, so both weights vanish and the signal is lost.

The reversal matters as much as the weights. With polarity $+,+,+$ the resistive part of the sum is $(1-2+1)IR=0$: a constant signal is removed just as a constant offset is. Reversal gives the signal an alternating pattern in time that a slowly changing background lacks.

If the source delivers magnitudes $I_+$ and $I_-$ in its two polarities, the combination gives $(I_++2I_-+I_+)R/4=R(I_++I_-)/2$. The resistance then follows on division by the mean magnitude.

## Readings that take time

A voltmeter averages over a window of duration $w$. The average of $u_0+at$ over a window centred at $t_k$ is $u_0+at_k$, because the parts before and after the centre compensate. Linear drift is therefore still removed, provided that the window centres are equally spaced and the current reverses between windows.

The channel resistance may drift too. If it has the values $R_1,R_2,R_3$ in the three readings, the combination gives

$$I\,\frac{R_1+2R_2+R_3}{4}.$$

For linear drift $R_1+R_3=2R_2$, and the result is $IR_2$, the value at the middle time.

## A relaxing temperature difference

Take a carrier density $n=10^{12}\ \mathrm{cm^{-2}}$ and a mobility $\mu=5000\ \mathrm{cm^2/Vs}$. The sheet resistance is $1/(ne\mu)=1248\ \Omega$. Between voltage probes 2 µm apart, on a channel 1 µm wide, there are two squares in series, so $R=2497\ \Omega$. At 10 nA the signal is $IR=24.966$ µV.

Let the thermopower relative to the leads be 50 µV/K. To give a large offset, the temperature difference between the probes is set to 0.8 K at the middle time, far more than a chip without a local heater would show. It is taken to decay exponentially with time constant $\theta=60$ s, as if following a slow settling of the surroundings. Then $u_0=40$ µV and $a=-u_0/\theta=-0.667$ µV/s. With $\tau=0.5$ s and $w=0.4$ s, averaging this exponential background over each window gives

$$V_1=65.30084,\qquad V_2=15.03404,\qquad V_3=64.63416\quad\text{µV}.$$

The many digits serve to show a small remainder; no single measurement would resolve them. The combination is

$$\frac{65.30084-30.06808+64.63416}{4}=\frac{99.86692}{4}=24.96673\ \text{µV}.$$

The first reading alone is wrong by 40.3 µV, or 162 % of the signal. The pair $(V_1-V_2)/2$ is wrong by 167 nV, or 0.67 %. The triple is wrong by 0.69 nV, or 0.003 %.

To see where these errors come from, add a curvature $c$ to the background:

$$u(t)=u_0+at+\tfrac12ct^2 .$$

The pair removes $u_0$ but keeps

$$\frac{u(-\tau)-u(0)}{2}=-\frac{a\tau}{2}+\frac{c\tau^2}{4}.$$

The triple keeps

$$\frac{u(-\tau)-2u(0)+u(\tau)}{4}=\frac{1}{4}\left(\frac{c\tau^2}{2}+\frac{c\tau^2}{2}\right)=\frac{c\tau^2}{4}.$$

Window averaging adds the same constant, $cw^2/24$, to the background in all three readings, so it does not alter the triple's error. For the exponential, $c=u_0/\theta^2$, and to leading order in $\tau/\theta$ the remainder is

$$\frac{u_0}{4}\left(\frac{\tau}{\theta}\right)^2=\frac{40\ \text{µV}}{4}\left(\frac{0.5}{60}\right)^2=0.69\ \text{nV}.$$

The error grows as the square of the spacing. With $\tau=5$ s and the window kept at 0.4 s, it is 69 nV, or 0.28 % of the signal.

The curvature error can be reduced further with a fourth reading. A triple starting with negative polarity has its sign reversed, and so has its curvature error. Averaging the results of two overlapping triples gives

$$\frac12\left[\frac{V_1-2V_2+V_3}{4}-\frac{V_2-2V_3+V_4}{4}\right]=\frac{V_1-3V_2+3V_3-V_4}{8}.$$

For constant $c$ the two errors are $+c\tau^2/4$ and $-c\tau^2/4$, and they cancel.

## When the background is not slow

For a sinusoidal background $u(t)=A\cos(\omega t+\varphi)$, the sum formula for cosines gives $u(-\tau)+u(\tau)=2u(0)\cos\omega\tau$. The remainder is

$$\frac{2\cos\omega\tau-2}{4}\,u(0)=-\sin^2\!\left(\frac{\omega\tau}{2}\right)u(0).$$

Window averaging multiplies all three background readings by a common factor, so this ratio to the middle one still holds. For $\tau=0.5$ s the ratio is $-0.00025$ at 0.01 Hz, but $-1$ at 1 Hz. At 1 Hz, which is $1/(2\tau)$, the background changes sign from one reading to the next. It has the same alternating pattern as the signal, and these three readings cannot tell them apart.

A sudden step $b$ in the background can also survive. If it falls between the second and third readings, it leaves $b/4$; between the first and second, it leaves $(-2b+b)/4=-b/4$.

Equal spacing matters for a related reason. If the middle reading is late by $\delta$, its background is larger by $a\delta$, and its weight turns this into an error $-a\delta/2$. A late third reading gives $+a\delta/4$. In the example a middle reading 10 ms late contributes $0.667\times0.01/2$ µV $=3.3$ nV. With the curvature error, the total is 4.0 nV.

## Noise

Independent noise of standard deviation $\sigma$ in each reading gives the triple a standard deviation

$$\sigma\,\frac{\sqrt{1^2+2^2+1^2}}{4}=\sqrt{\frac38}\,\sigma ,$$

against $\sigma/\sqrt2$ for the pair. The triple uses more data, however. For equal numbers of readings in separate groups, the variances compare as $3\times\tfrac38=\tfrac98$ to $2\times\tfrac12=1$. Drift removal then costs about 6 % in standard deviation.

At 300 K the Johnson noise density of the channel is $\sqrt{4k_BTR}=6.4\ \mathrm{nV/\sqrt{Hz}}$. Averaging white noise of one-sided power density $S$ over a window leaves a variance

$$S\int_0^\infty\left(\frac{\sin\pi fw}{\pi fw}\right)^2df=\frac{S}{2w},$$

so one reading has 7.2 nV of noise and the triple has 4.4 nV. This exceeds the 0.69 nV left by curvature. A shorter spacing would reduce the curvature error further, but if it forced a shorter window it would raise the noise of each triple.

## Voltages that reverse with the current

The derivation required a background independent of polarity. For a steady response $V(I)$, the triple gives

$$\frac{V(I)-2V(-I)+V(I)}{4}=\frac{V(I)-V(-I)}{2}.$$

This is the part of $V$ that is odd in current. A thermoelectric offset caused by steady Joule heating is even, since the heat is proportional to $I^2$, and it cancels if the current has the same magnitude in both polarities. Joule heating can still change $R$ itself, and that change remains. If the heat flows straight down through 300 nm of oxide with conductivity 1.4 W/(m K), the temperature rise here is only about $3\times10^{-8}$ K.

Peltier heating is different. Current crossing the contacts at temperature $T$ releases heat $Q=STI$ at one and absorbs it at the other, where $S$ now denotes the thermopower. Reversal exchanges the two, so the resulting thermoelectric voltage reverses as well. It is proportional to $I$, like a resistive voltage, and neither the weights nor a larger current separates it from $IR$.

Its size can be estimated by letting heat spread along the graphene and leak through the oxide, with none entering the metal. Let $K=0.335\ \text{nm}\times600\ \mathrm{W/(m\,K)}$ be the sheet thermal conductance, $d$ the oxide thickness and $k_{\rm ox}$ its conductivity. The temperature change then obeys

$$\vartheta''=\frac{\vartheta}{\ell^2},\qquad \ell=\sqrt{\frac{Kd}{k_{\rm ox}}}=0.21\ \text{µm}.$$

With $x$ measured from the middle of the channel, the antisymmetric solution is $\vartheta=B\sinh(x/\ell)$. At the current contacts, $x=\pm H$, the heat flow across the width $W$ fixes $KW(B/\ell)\cosh(H/\ell)=Q$. For voltage probes a distance $L$ apart, the magnitude of the Peltier voltage is therefore

$$\frac{2SQ\ell}{KW}\,\frac{\sinh(L/2\ell)}{\cosh(H/\ell)} .$$

With each voltage probe 1 µm inside its current contact, this is 0.13 nV. Sensed at the current contacts themselves, it would be 15 nV, or 0.03 % of the 50 µV resistive voltage across the 4 µm of graphene between them. Separate voltage probes several lengths $\ell$ away from the current contacts suppress it in this model. The model neglects sideways heat flow in the oxide, although $\ell$ is shorter than the oxide is thick. Its two voltages are therefore rough estimates, which that flow can change by a factor of about two; the strong suppression at the separate probes remains.

## The example beside a real device

The density, mobility and thermopower are round values in the rough range of graphene on silicon dioxide. The thermopower is at the low end: a semiclassical estimate at this density and 300 K gives about 65 to 115 µV/K, depending on the scattering assumed. Both Peltier voltages scale as the square of the thermopower, so they could be up to about five times larger, which is still small beside the signal. A difference of 0.8 K across 2 µm is not realistic for a chip without a local heater: an even gradient of 1 K across a 5 mm chip puts only 0.4 mK, or 20 nV, between the probes. In such a device a thermoelectric offset of tens of microvolts would have to arise mainly elsewhere in the circuit, for example where leads of unlike metals meet at different temperatures. For a background that does not depend on the polarity of the current, the cancellation depends on how the total changes in time, not on where it arises. In the example the offset, the drift and the curvature error all scale in proportion to the assumed difference. Real drift need not follow one exponential, and amplifier noise, contact noise and resistance fluctuations add to the noise found above. Charge trapping in the oxide can also change $R$ during a triple. By the weighted mean of $R_1,R_2,R_3$, a 1 % jump between the second and third readings moves the result by 0.25 %, far more than the curvature error. The readings must also begin after the circuit has settled. With 5 kΩ of contact resistance in series with the channel and 300 pF of cable, the time constant is 2.2 µs, against a wait of 100 ms between windows. Channels or contacts of much higher resistance may need a longer wait.

Numerical values quoted here were computed with a short program.
